\section*{Finite-size kinetic energy errors and twist averaging for free electrons, part 2}

A gas of $N=2n$ non-interacting electrons, $n$ of each spin, is held at zero temperature in a cubic cell of side $L$, with $\psi(\mathbf{x}+L\hat{\mathbf{e}}_a)=e^{2\pi i\theta_a}\psi(\mathbf{x})$ and the same twist $\boldsymbol\theta$ for both spins. We seek the relative error $\delta=(t-t_\infty)/t_\infty$ of the kinetic energy per particle $t$ against its infinite-gas value $t_\infty$ at the same density: $\delta_{\rm P}$ at $\boldsymbol\theta=0$, $\delta_{\rm can}$ for canonical averaging ($n$ lowest levels filled at every twist), and the error of grand-canonical averaging (all levels below the bulk Fermi energy $\mu$ filled). The example has $r_s=2$ bohr and $N=54$.

Hartree atomic units are used; energies are for one spin in units of $\varepsilon_0=\tfrac12(2\pi/L)^2$ unless a unit is written. The levels are $\varepsilon=|\mathbf{m}+\boldsymbol\theta|^2$, $\mathbf{m}\in\mathbb{Z}^3$. In the bulk $n=\frac{4\pi}{3}r^3$, $\mu=r^2$, the level density is $g=2\pi r$, $E_\infty=\frac35n\mu$ and $\Omega_\infty=-\frac25n\mu$. At one twist $E_n$ is the canonical energy, and $c$, $T$, $\Omega=T-\mu c$ are the grand-canonical count, energy and grand potential; $D=c-n$, $\Delta\Omega=\Omega-\Omega_\infty$. With $\langle\cdot\rangle$ the average over all twists,
\begin{equation}
\langle c\rangle=n,\qquad\langle T\rangle=E_\infty,\qquad\langle\Omega\rangle=\Omega_\infty .
\label{eq:gc}
\end{equation}
\begin{equation}
E_n(\boldsymbol\theta)=\mu n+\Omega(\boldsymbol\theta)+X(\boldsymbol\theta).
\label{eq:id}
\end{equation}
Here $X\ge0$ is the cost of restoring the count to $n$. With $x=2\pi Rr$, $\mathbf R\in\mathbb Z^3$ and spherical Bessel functions $j_l$, the Fourier coefficients of $c$ and $\Omega$ in $\boldsymbol\theta$ are
\begin{align}
\hat\chi(R)&=\frac{4\pi r^3}{x}I_1=4\pi r^3\frac{j_1(x)}{x}\;\approx\;-\frac{r\cos x}{\pi R^2},\label{eq:chi}\\
\hat\Omega(R)&=-\frac{4\pi r^5}{x}(I_1-I_3)=-8\pi r^5\frac{j_2(x)}{x^2}\;\approx\;\frac{r^2\sin x}{\pi^2R^3}.\label{eq:om}
\end{align}
where $I_1=j_1(x)$, $I_1-I_3=2j_2(x)/x$. With $r_3(k)$ vectors of $R^2=k$ and $S_4=\sum_{\mathbf R\neq0}R^{-4}=16.532$,
\begin{equation}
\delta_{\rm P}=\frac{\Delta\Omega(0)+X(0)}{E_\infty},\qquad
\Delta\Omega(0)=\sum_{k\ge1}r_3(k)\,\hat\Omega(\sqrt k)\approx\frac{r^2}{\pi^2}\sum_{k\ge1}\frac{r_3(k)}{k^{3/2}}\sin(2\pi\sqrt k\,r).
\label{eq:pbc}
\end{equation}
\begin{equation}
\sigma^2=\langle D^2\rangle=\sum_{\mathbf R\ne0}\hat\chi(R)^2\approx\frac{r^2}{2\pi^2}\Big[S_4+\sum_k\frac{r_3(k)}{k^2}\cos(4\pi\sqrt k\,r)\Big],
\label{eq:var}
\end{equation}
\begin{equation}
X\approx\int_0^{|D|}\frac{j}{g}\,dj=\frac{D^2}{2g},\qquad
\delta_{\rm can}\approx\delta_{\rm est}=\frac{\sigma^2}{4\pi r\,E_\infty}.
\label{eq:est}
\end{equation}
The last allows relative corrections of order $1/\sigma$. Asymptotically, over $r$, $\Delta\Omega(0)/E_\infty$ has rms $c_P/n$; $\delta_{\rm can}$ has mean $c_cn^{-4/3}=5S_4/(32\pi^4r^4)=0.451N^{-4/3}$ and oscillation $c_on^{-4/3}$, smaller than the periodic one by $19\,n^{1/3}$. Here $c_P=1.010$, $c_c=0.1791$, $c_o=0.0529$. Exactly, $\langle E_1\rangle=\tfrac14$ and $\langle E_2\rangle=\tfrac34$. A crude model of independent surface points gave $|\delta_{\rm P}|\sim1.9/n$, $\sigma^2\sim\pi r^2$ and $\delta_{\rm can}\sim0.67\,n^{-4/3}$.

\subsection{Finite twist grids}

Let $\boldsymbol\theta_{\mathbf i}=(\mathbf i+\mathbf s)/M-(\tfrac12,\tfrac12,\tfrac12)$, with $i_a=0,\dots,M-1$ and a shift $\mathbf s\in[0,1)^3$; a bar denotes the grid mean. The points $\mathbf m+\boldsymbol\theta_{\mathbf i}=(M\mathbf m+\mathbf i+\mathbf s)/M-(\tfrac12,\tfrac12,\tfrac12)$ form one lattice of spacing $1/M$. Grand-canonical filling on the grid is therefore grand-canonical filling at a single twist of a cell of side $ML$, and it keeps the shell structure of $nM^3$ particles per spin.

A rigorous bound follows. Attach to each occupied point the cube of side $1/M$ centred on it; the total volume of these cubes is $\bar c$. With the half diagonal $\eta=\sqrt3/2M$, the cubes lie inside the ball of radius $r+\eta$ and cover the ball of radius $r-\eta$. The outer shell is the larger, so
\begin{equation}
|\bar c-n|\le\frac{4\pi}3\big[(r+\eta)^3-r^3\big],
\label{eq:bound}
\end{equation}
which vanishes as $1/M$. The typical deviation is smaller. The geometric sum $M^{-1}\sum_ie^{2\pi iR_ai/M}$ is one if $M$ divides $R_a$ and zero otherwise, so only $\mathbf R=M\mathbf R'$ survives, with phase $\pm e^{2\pi i\mathbf R'\cdot\mathbf s}$. Over uniformly random shifts these phases are orthonormal, and any grid error with coefficients $a(R)$ has mean square $\sum_{\mathbf R'\ne0}a(MR')^2$.

Write $\bar c=n+\Delta c$ and $\bar\Omega=\Omega_\infty+\Delta\Omega$. The ratio estimator is $\bar T/\bar c=\mu+\bar\Omega/\bar c$. To first order, $\bar\Omega/\bar c=\Omega_\infty/n+\Delta\Omega/n-\Omega_\infty\Delta c/n^2$, and $-\Omega_\infty/n^2=\tfrac25\mu/n$. Dividing by $\tfrac35\mu=E_\infty/n$,
\begin{equation}
\delta_{\rm ratio}\approx\frac{\Delta\Omega}{E_\infty}+\frac23\frac{\Delta c}{n}.
\label{eq:ratio}
\end{equation}
The second term is the change of $t\propto n^{2/3}$ with the error in density. It is removed by estimating the energy from the grand potential, $E_\Omega=\bar\Omega+\mu n=\bar T-\mu\,\Delta c$, for which exactly
\begin{equation}
\delta_\Omega=\frac{\Delta\Omega}{E_\infty}.
\label{eq:dom}
\end{equation}
From (\ref{eq:om}), $\Delta\Omega\sim r^2/M^3$, so $\delta_\Omega\sim(rM)^{-3}\sim(nM^3)^{-1}$. From (\ref{eq:chi}), the mean square of $\Delta c$, with the cosines averaged, is $r^2S_4/(2\pi^2M^4)$, so
\begin{equation}
\mathrm{rms}\,\delta_{\rm ratio}\approx\frac23\cdot\frac{(S_4/2)^{1/2}\,r}{\pi M^2}\cdot\frac{3}{4\pi r^3}=\frac{(S_4/2)^{1/2}}{2\pi^2}\frac1{(rM)^2}=\frac{0.146}{(rM)^2},
\label{eq:ratiorms}
\end{equation}
which scales as $(nM^3)^{-2/3}$. At fixed $M$ this falls as $r^{-2}$, more slowly than the canonical error $5S_4/(32\pi^4r^4)=0.0265\,r^{-4}$. The two are equal at $r=(0.0265/0.146)^{1/2}M\approx0.43M$; beyond that size the ratio estimator on the grid is, in the rms over random shifts and with the oscillations in $r$ averaged on both sides, no better than canonical averaging, and for a given shift the crossover can lie somewhat higher or lower.

\subsection{The average of the ratio}

Averaging $T/c=\mu+\Omega/c$ twist by twist gives a different quantity. With $c=n+D$, expand $1/c=n^{-1}(1-D/n+D^2/n^2-\dots)$, valid for $|D|\ll n$, and put $\Omega=\Omega_\infty+\omega$ with $\langle\omega\rangle=\langle D\rangle=0$. To second order in the fluctuations,
\begin{equation}
\Big\langle\frac\Omega c\Big\rangle\approx\frac{\Omega_\infty}n-\frac{\langle\omega D\rangle}{n^2}+\frac{\Omega_\infty\sigma^2}{n^3}.
\end{equation}
Dividing the last two terms by $\tfrac35\mu$, the bias relative to $t_\infty$ is
\begin{equation}
b\approx-\frac23\frac{\sigma^2}{n^2}-\frac{\langle\omega D\rangle}{nE_\infty},\qquad\langle\omega D\rangle=\sum_{\mathbf R\ne0}\hat\chi(R)\,\hat\Omega(R).
\label{eq:bias}
\end{equation}
The first term scales as $r^2/r^6\sim n^{-4/3}$, the same order as the canonical error and opposite in sign; the second scales as $r^3/r^8$. For $n=1$ and $n=2$, where $r<\sqrt3/2$, the count is zero at twists near the corners of the cube and the average of the ratio does not exist.

\section{The gas with $r_s=2$ bohr and $N=54$}

The numbers come from the numerical check. The volume per electron is $\tfrac43\pi r_s^3$, so $L=(4\pi\cdot54/3)^{1/3}\cdot2=12.1859$ bohr and $\varepsilon_0=\tfrac12(2\pi/L)^2=0.132928$ Ha. For $n=27$, $r=1.86105$, $\mu=3.46351$, $g=11.6933$ and $E_\infty=0.6\cdot27\cdot3.46351=56.1089$. The Fermi wave vector is $2\pi r/L=0.95958$ bohr$^{-1}$, $E_F=0.46040$ Ha, and $t_\infty=\tfrac35E_F=0.27624$ Ha $=7.517$ eV.

At $\boldsymbol\theta=0$ the shells with $\varepsilon=0,1,2,3$ hold $1,6,12,8$ levels, which makes 27, and $E_{27}=0+6+24+24=54$. As $\mu$ lies between 3 and 4, $c(0)=27$ and $X(0)=0$, so $\Delta\Omega(0)=54-56.1089=-2.1089$; the series (\ref{eq:pbc}) with the exact coefficients, cut at $k=4000$, gives $-2.1064$. Then $t=\varepsilon_0\cdot54/27=0.26586$ Ha $=7.234$ eV and $\delta_{\rm P}=-2.1089/56.1089=-3.76\times10^{-2}$.

On a shifted $16^3$ grid the canonical mean is $56.2278$, so by (\ref{eq:id}), with the grid error $\Delta\Omega=\delta_\Omega E_\infty\approx-6\times10^{-6}$ (found below) negligible, $\bar X=56.2278-56.1089=0.1189$, $\delta_{\rm can}=0.1189/56.1089=2.12\times10^{-3}$ and $t=0.27682$ Ha $=7.533$ eV. The mean $\bar X$ has a grid error of its own, of about 1\% like that of the variance below, so the third digit of $\delta_{\rm can}$ belongs to this grid; $48^3$ grids give $\langle X\rangle\approx0.1198$, $\delta_{\rm can}\approx2.13\times10^{-3}$ and $t=0.27683$ Ha. The variance (\ref{eq:var}) is $2.6279$, against $2.603$ on the grid and $2.642$ from $2\times10^5$ random twists. The approximation (\ref{eq:est}) gives $2.6279/(2\cdot11.6933)=0.1124$, which is 5.5\% below $\bar X$ on this grid and about 6\% below the converged average, and $\delta_{\rm est}=2.00\times10^{-3}$.

Under grand-canonical filling the random twists hold between 20 and 32 particles per spin. Their means are $\langle c\rangle=27.0025\pm0.0036$, $\langle T\rangle=56.117\pm0.013$ and $\langle\Omega\rangle=-37.4066\pm0.0015$, each within one standard error of $27$, $56.109$ and $-37.4059$. On the grid, $\bar c=27.0039$ and $\bar T=56.1224$. Equation~(\ref{eq:ratio}) gives $\tfrac23\cdot0.0039/27=9.6\times10^{-5}$, which accounts for the computed $\delta_{\rm ratio}=9.63\times10^{-5}$, or $t=0.27626$ Ha; the typical size (\ref{eq:ratiorms}), with the cosines averaged, is $0.146/(1.861\cdot16)^2=1.6\times10^{-4}$; at this $r$ the leading factor $|\cos2\pi Mr|$ in (\ref{eq:chi}) is only $0.17$, and the rms over shifts is smaller, about $1.2\times10^{-4}$. The grand-potential form gives $56.1224-3.46351\cdot0.0039=56.1089$, and with full precision $\delta_\Omega=-1.1\times10^{-7}$, so that $t=0.27624$ Ha $=7.517$ eV as in the bulk. This residual belongs to one shift and is unusually small: the tabulated values for $N=26$, $38$ and $66$ are near $10^{-6}$, and scaling the rms for $M=8$ listed below by $2^{-3}$ and by the ratio $0.99/0.65$ of the leading factors $|\sin2\pi Mr|$ in (\ref{eq:om}) at $M=16$ and $M=8$ gives about $4\times10^{-6}$ as the rms over shifts.

For the average of the ratio, $\langle\omega D\rangle=0.1842$ by (\ref{eq:bias}) and $0.1804$ by sampling, and
\begin{equation}
b\approx-\frac23\cdot\frac{2.6279}{729}-\frac{0.1842}{27\cdot56.1089}=-2.40\times10^{-3}-0.12\times10^{-3}=-2.52\times10^{-3},
\end{equation}
against the sampled $(-2.39\pm0.10)\times10^{-3}$. In magnitude this exceeds the canonical error of the same cell.

The rms grid residuals over 400 random shifts are listed with the Parseval sums in parentheses.
\begin{center}
\begin{tabular}{ccc}
$M$ & ratio form & grand-potential form\\
2 & $8.15\;(7.68)\times10^{-3}$ & $2.24\;(2.19)\times10^{-3}$\\
4 & $2.99\;(3.15)\times10^{-3}$ & $9.80\;(9.95)\times10^{-5}$\\
8 & $7.10\;(7.00)\times10^{-4}$ & $2.10\;(2.18)\times10^{-5}$
\end{tabular}
\end{center}
The grand-potential residual drops by factors of about 23 and 5, not by $2^3=8$ each time. The Parseval sums reproduce this, and its source is visible in (\ref{eq:om}): the leading coefficient carries $\sin(2\pi Mr)$, whose magnitude at $r=1.86105$ is $0.98$, $0.34$ and $0.65$ for $M=2,4,8$. This gives the pattern, a large drop followed by a small one; the exact factors also depend on the further shells and on the $1/x$ corrections, which weigh most at $M=4$, where the sine is small. The power of $M$ describes the envelope only.

\section{Comparison of estimate and solution}

The independent-point model gives both exponents and the positive sign of the canonical error, and it overestimates both prefactors: $1.9$ against $c_P=1.010$, and $0.67$ against $c_c=0.1791$, factors of about $1.9$ and $3.7$. For $N=54$ it gave $7\times10^{-2}$ and $8\times10^{-3}$, against $3.76\times10^{-2}$ and $2.12\times10^{-3}$. The canonical discrepancy lies entirely in the variance, $\pi r^2$ against $S_4r^2/2\pi^2=0.84\,r^2$, because the same $D^2/2g$ enters both. The assumption of independence is false, since all points move rigidly with $\boldsymbol\theta$. The model also cannot tell $\boldsymbol\theta=0$ from a general twist. In the exact series the mean square of $\Delta\Omega$ contains $r_3(k)^2$ at $\boldsymbol\theta=0$, where the vectors of a shell add in phase, and only $r_3(k)$ when averaged over twists, so in the mean square over $r$ the periodic case is worse than a typical twist. The model contains no oscillation in $r$, and it cannot establish that the grand-canonical error is exactly zero.

Direct sums over sorted levels, with the shifted $16^3$ grid for the averaged schemes, give these relative errors; the values of $\delta_{\rm can}$ carry a grid error that depends on the shift, often below 1\% but 2 to 3\% at $N=2000$.
\begin{center}
\begin{tabular}{rccccc}
$N$ & $10^3\delta_{\rm P}$ & $10^3\delta_{\rm can}$ & $10^3\delta_{\rm est}$ & $10^5\delta_{\rm ratio}$ & $10^7\delta_\Omega$\\
14 & $+14.4$ & 9.67 & 8.15 & $+39.9$ & $+35.3$\\
26 & $+84.6$ & 7.48 & 8.79 & $+9.91$ & $-10.3$\\
38 & $-39.6$ & 2.50 & 2.57 & $-15.5$ & $-10.1$\\
66 & $-5.02$ & 2.42 & 2.34 & $+1.11$ & $+12.5$\\
162 & $-23.2$ & 0.304 & 0.355 & $-6.36$ & $+7.27$\\
1000 & $+0.286$ & 0.0706 & 0.0689 & $-1.36$ & $+0.47$\\
2000 & $+0.429$ & 0.0081 & 0.0080 & $+0.27$ & $-0.68$\\
4000 & $-0.074$ & 0.0068 & 0.0070 & $+0.98$ & $-0.03$
\end{tabular}
\end{center}
The gain from canonical averaging is not uniform in $N$. At $N=26$ it is a factor of 11 and at $N=162$ a factor of 76, but at $N=14$ and $66$ it is only about 1.5 and 2, because the periodic error is unusually small there. At $N=14$ the closed shell is a sharp minimum of an error that stays positive on both sides: $5/4.5745-1=+0.093$ at $N=12$ and $8/7.3888-1=+0.083$ at $N=16$. At $N=66$ the error lies next to a change of sign, being $+0.007$ at $N=68$. The surviving canonical oscillation appears between $N=1000$, where $N^{4/3}\delta_{\rm can}=10^4\cdot7.06\times10^{-5}=0.71$, and $N=2000$, where it is $2.52\times10^4\cdot8.11\times10^{-6}=0.20$, on either side of the mean $0.451$. At $N=4000$ the ratio estimator on this grid is worse than the canonical average, in line with its typical size (\ref{eq:ratiorms}), $0.146/(7.82\cdot16)^2=9.3\times10^{-6}$, against $6.8\times10^{-6}$; another shift can reverse the order. For $M=16$ the crossover found above lies at $r\approx0.43\cdot16\approx7$, and for $n$ from 1000 to 2000 the rms errors are $1.17\times10^{-5}$ (canonical), $7.4\times10^{-6}$ (ratio) and $3.0\times10^{-8}$ (grand potential).

The asymptotic constants are tested in the windows $2.5\le r\le4.5$ and $5.8\le r\le7.8$, with weights uniform in $r$. The standard deviation of $n\delta_{\rm P}$, which includes the fluctuation of $X(0)$ but not its mean, is $0.849$ and $0.993$, against $c_P=1.010$. The mean of $n^{4/3}\delta_{\rm can}$ is $0.1746$ and $0.1776$, against $0.1791$, and its standard deviation is $0.0487$ and $0.0560$, against $0.0529$. The mean of $\delta_{\rm can}/\delta_{\rm est}$ is $0.986$ and $0.992$. The tolerances are 30\%, and 50\% for $c_o$, because each window holds few periods and corrections of order $1/\sigma$ are allowed; an exponent wrong by $\tfrac13$ would change a scaled value by the ratio of the window centres, $6.8/3.5\approx1.9$. The 50\% band alone would not exclude this, but the three scaled values differ between the windows only by factors $1.17$, $1.02$ and $1.15$. That (\ref{eq:est}) holds to about 1\% on average is better than its justification promises, and a cancellation of the $1/\sigma$ corrections is a conjecture here. The agreement is of the mean only; single cells deviate more, as at $N=162$, where $\delta_{\rm can}/\delta_{\rm est}=0.304/0.355=0.86$. The scaled oscillations give reduction factors $0.849/0.0487=17$ and $0.993/0.0560=18$ times $n^{1/3}$, close to the asymptotic 19. For $n\ge200$ the scaled canonical error and its estimate have correlation $0.985$, so (\ref{eq:est}) follows the oscillation itself and not only its mean.

The exact statements are tested separately: the coefficients (\ref{eq:chi}) and (\ref{eq:om}) against quadrature, the series (\ref{eq:pbc}) against the lattice sum for all $n\le2000$ (rms residual $0.0034$ of the rms signal), $X\ge0$ at every grid twist, $\delta_{\rm can}>0$, the bound (\ref{eq:bound}), the averages (\ref{eq:gc}) by random sampling, and the equality of a $4^3$ grid with the larger cell. The grid values $0.24975$ and $0.74969$ for $n=1,2$ differ from $\tfrac14$ and $\tfrac34$ through the quadrature. For $n=1$ this can be evaluated: $i$ has mean $(M-1)/2$ and variance $(M^2-1)/12$, so the grid mean of $\theta_a^2$ is $\tfrac1{12}+[(s_a-\tfrac12)^2-\tfrac1{12}]/M^2$. The shift $\mathbf s=(0.12,0.31,0.57)$ gives $(0.1444+0.0361+0.0049-0.25)/256=-2.5\times10^{-4}$, which is the observed difference.

\section*{Numbers as computed}
\begin{verbatim}
constants (pure numbers): S4 = 16.532
per spin n: cP = 1.010, cc = 0.1791, co = 0.0529
per total N: CP = 2.021, Cc = 0.4512, Co = 0.1334
Gamma Fourier series, relative rms residual = 0.0034
n=1: <E> grid = 0.24975 eps0, bulk = 0.23090 eps0, delta = 0.0816
n=2: <E> grid = 0.74969 eps0, bulk = 0.73306 eps0, delta = 0.0227
n=1: variance caps = 0.31683, Fourier = 0.31683, estimate delta = 0.1760
r in [2.5,4.5]: std n*d_pbc = 0.849, mean n^4/3 d_can = 0.1746, std = 0.0487
   d_can/estimate = 0.986, oscillation pbc = 6.82e-03, canonical = 3.59e-05
r in [5.8,7.8]: std n*d_pbc = 0.993, mean n^4/3 d_can = 0.1776, std = 0.0560
   d_can/estimate = 0.992, oscillation pbc = 7.17e-04, canonical = 3.57e-06
correlation canonical error vs estimate, n>=200: 0.985
example: rs = 2.0 bohr, N = 54, n = 27, L = 12.1859 bohr
kF = 0.95958 1/bohr, EF = 0.46040 Ha, eps0 = 0.132928 Ha
r = 1.86105, mu = 3.46351 eps0, Eb = 56.1089 eps0, g = 11.6933 1/eps0
Gamma: E_n = 54.0 eps0, Omega-Omega_bulk = -2.1089 eps0 (Fourier -2.1064)
t bulk: 0.276238 Ha = 7.5168 eV, delta = +0.00e+00
t PBC: 0.265855 Ha = 7.2343 eV, delta = -3.76e-02
t canonical 16^3: 0.276823 Ha = 7.5327 eV, delta = +2.12e-03
t GC ratio 16^3: 0.276264 Ha = 7.5175 eV, delta = +9.63e-05
t GC Omega 16^3: 0.276238 Ha = 7.5168 eV, delta = -1.14e-07
grid: <cnt> = 27.0039, <T> = 56.1224 eps0, <E_n> = 56.2278 eps0
variance of cnt: grid 2.6030, MC 2.6416, Fourier 2.6279
<X> = 0.1189 eps0, estimate = 0.1124 eps0, delta est = 2.00e-03
MC 200000 twists: cnt range 20..32, <cnt> = 27.0025 +- 0.0036
MC <T> = 56.117 +- 0.013 eps0
MC <Omega> = -37.4066 +- 0.0015 eps0, bulk -37.4059 eps0
cov(Omega,cnt): MC 0.1804, Fourier 0.1842 eps0
bias of <T/cnt>: MC -2.39e-03 +- 9.6e-05, formula -2.52e-03
M: rms rel. error ratio (measured, Parseval), Omega form (measured, Parseval)
2: 8.15e-03 7.68e-03 2.24e-03 2.19e-03
4: 2.99e-03 3.15e-03 9.80e-05 9.95e-05
8: 7.10e-04 7.00e-04 2.10e-05 2.18e-05
N: relative errors PBC, canonical, estimate, GC ratio, GC Omega (16^3 grid)
14: +1.44e-02 +9.67e-03 8.15e-03 +3.99e-04 +3.53e-06
26: +8.46e-02 +7.48e-03 8.79e-03 +9.91e-05 -1.03e-06
38: -3.96e-02 +2.50e-03 2.57e-03 -1.55e-04 -1.01e-06
54: -3.76e-02 +2.12e-03 2.00e-03 +9.63e-05 -1.14e-07
66: -5.02e-03 +2.42e-03 2.34e-03 +1.11e-05 +1.25e-06
114: +1.57e-02 +8.22e-04 8.65e-04 +1.25e-04 -6.40e-07
162: -2.32e-02 +3.04e-04 3.55e-04 -6.36e-05 +7.27e-07
500: -5.60e-03 +1.27e-04 1.44e-04 -3.91e-05 +1.09e-08
1000: +2.86e-04 +7.06e-05 6.89e-05 -1.36e-05 +4.69e-08
2000: +4.29e-04 +8.11e-06 8.02e-06 +2.70e-06 -6.82e-08
4000: -7.43e-05 +6.76e-06 6.99e-06 +9.84e-06 -2.67e-09
n 1000..2000 rms: canonical 1.17e-05, GC ratio 7.38e-06, GC Omega 2.99e-08
\end{verbatim}
